Time-Dependent Kohn–Sham Equations from the Dirac–Frenkel Orbital Action

**1. What symmetry and dimensions fix**

Consider electrons in M doubly occupied orbitals φ_j(r,t). Their density and kinetic energy can both be obtained from the one-particle density matrix

γ(r,r′,t) = f Σ_j φ_j(r,t) φ_j*(r′,t),  f = 2. (1)

A constant unitary mixing, φ_j → Σ_k U_jk φ_k, leaves γ unchanged. An energy E built from γ therefore cannot distinguish one orbital from another. Its first-order change is linear in δγ and can be written with a single kernel h,

δE = ∬ h(r′,r) δγ(r,r′) dr dr′. (2)

By equation (1), the part of δE that contains δφ_j* is f ⟨δφ_j|hφ_j⟩, with the same h for every j. Because E is real, h is Hermitian.

An action is an energy multiplied by a time. The term that drives the motion must then be an energy containing time derivatives. Dimensions alone do not fix how many; one is chosen, so that without interaction each orbital obeys the one-particle Schrödinger equation. The constant that turns ∂_t into an energy is ħ. A factor i is needed because the real part of ∫ φ*∂_tφ dr is the total derivative ½ d/dt ∫|φ|² dr, which would add no dynamics to the real part of the action: the term is iħ∂_t. An action linear in ∂_tφ_j gives equations of first order in time. The expected form is

iħ ∂_t φ_j = h φ_j, with one Hermitian h for all orbitals. (3)

The symmetries also indicate what is conserved. Mixing symmetry, which includes a change of phase, should protect norms and overlaps. In a static potential, symmetry under a shift of time should protect the energy. It remains to find h and to prove both laws.

Atomic units, ħ = m = e = 1, are used in the algebra. The inner product ⟨a|b⟩ = ∫ a*b dr is conjugate-linear in its first entry, so ⟨ia|b⟩ = −i⟨a|b⟩.

**2. The action and its assumptions**

The density is n(r,t) = γ(r,r,t) = f Σ_j |φ_j|². An adiabatic functional assigns to the density at one instant a real energy E_Hxc[n(t)], containing the Hartree, exchange and correlation parts. It takes no account of earlier densities. This is an approximation: the potential that reproduces the density of the interacting system may depend on the past.

The potential belonging to E_Hxc is defined by

δE_Hxc = ∫ v_Hxc[n](r) δn(r) dr. (4)

For the Hartree energy E_H = ½∬ n(r) w(r−r′) n(r′) dr dr′, with w even, the two factors n contribute equally, and v_H(r) = ∫ w(r−r′) n(r′) dr′. For a local functional ∫ e(n) dr, the potential is de/dn.

The Dirac–Frenkel orbital action on the interval from t0 to t1 is

A = ∫ dt { f Σ_j ⟨φ_j| i∂_t + ½∇² − v_ext(t) |φ_j⟩ − E_Hxc[n(t)] }. (5)

Here v_ext is a real, local potential, which may depend on time. The orbitals are smooth and vanish at the spatial boundary. They are orthonormal at t0, but no constraint is placed on trial orbitals at later times. E_Hxc must therefore be defined for densities of any electron number, as an explicit density functional is.

If E_Hxc were defined at fixed electron number alone, equation (4) would leave v_Hxc undetermined by a spatial constant c(t), since ∫ c δn dr = 0 when ∫ δn dr = 0. Such a constant multiplies every orbital by the same phase exp(−i∫c dt) and does not affect the density.

The action need not be real. The kinetic, potential and Hxc terms are real, while

Im ⟨φ_j|i∂_tφ_j⟩ = Re ⟨φ_j|∂_tφ_j⟩ = ½ d⟨φ_j|φ_j⟩/dt. (6)

Multiplying by f, summing over j and integrating over time gives

Im A = ½[N(t1) − N(t0)],  N = ∫ n dr. (7)

If the orbitals are held fixed at both ends, Im A is a constant, and stationarity of A means stationarity of its real part.

**3. The variation**

Replace φ_j by φ_j + δφ_j and keep first-order terms. From n = f Σ_j φ_j*φ_j,

δn = f Σ_j (δφ_j* φ_j + φ_j* δφ_j). (8)

With equation (4), the Hxc energy changes by

δE_Hxc = f Σ_j [⟨δφ_j|v_Hxc φ_j⟩ + ⟨v_Hxc φ_j|δφ_j⟩], (9)

where the second term uses the reality of v_Hxc. The potential v_ext enters in the same way.

In the kinetic term the Laplacian acts on δφ_j in one of the two contributions. Two integrations by parts move it to φ_j. The surface terms vanish with the orbitals and their variations:

⟨φ_j|½∇²δφ_j⟩ = ⟨½∇²φ_j|δφ_j⟩. (10)

For the time derivative, the product rule gives

⟨φ_j|i∂_tδφ_j⟩ = i d⟨φ_j|δφ_j⟩/dt − i⟨∂_tφ_j|δφ_j⟩
= i d⟨φ_j|δφ_j⟩/dt + ⟨i∂_tφ_j|δφ_j⟩. (11)

The last sign follows from the conjugate-linear first entry. Define

h(t) = −½∇² + v_ext(t) + v_Hxc[n(t)],  R_j = (i∂_t − h)φ_j. (12)

Collecting equations (9) to (11) gives the variation without any assumption yet about the ends:

δA = f Σ_j ∫ dt [⟨δφ_j|R_j⟩ + ⟨R_j|δφ_j⟩] + i f Σ_j [⟨φ_j|δφ_j⟩]_{t0}^{t1}. (13)

The two terms under the integral are complex conjugates, so their sum is 2 Re⟨δφ_j|R_j⟩. The bracket at the end denotes its value at t1 minus its value at t0.

**4. The equations of motion**

Let δφ_j vanish at t0 and t1. The boundary term in equation (13) disappears, and stationarity requires

Re Σ_j ∫ dt ⟨δφ_j|R_j⟩ = 0 (14)

for every allowed variation. If δφ_j is allowed, so is iδφ_j. Write Z for the sum of integrals in equation (14) before the real part is taken. The replacement turns Z into −iZ, whose real part is Im Z. Hence both parts of Z vanish. This justifies treating φ_j and φ_j* as independent.

Now choose δφ_j = g(r,t) R_j, where g is smooth, positive inside the region of space and time, and zero on its boundary. Then

Σ_j ∫ dt ∫ g |R_j|² dr = 0. (15)

The integrand is nowhere negative, so R_j = 0 throughout the interior. These are the time-dependent Kohn–Sham equations of the adiabatic functional:

i∂_tφ_j = {−½∇² + v_ext(t) + v_Hxc[n(t)]} φ_j. (16)

Conversely, if equation (16) holds, R_j = 0 and equation (13) gives δA = 0 for fixed ends. Stationarity and the equations of motion are equivalent under the stated assumptions.

Two limits check the form. Without E_Hxc, each orbital obeys the ordinary one-particle Schrödinger equation. With static v_ext and φ_j(r,t) = exp(−iε_j t) u_j(r), the density is static and equation (16) becomes hu_j = ε_j u_j, the ground-state type of Kohn–Sham equation.

**5. Fixed final values and causality**

Fixing the orbitals at a future time t1 may seem to conflict with causality. The condition restricts the comparison paths; it does not supply data for the solution. Equation (16) is of first order in time, and its potential at time t requires the density at t. Given φ_j(t0), it is integrated forward. The final values held fixed in the variation must be those this solution reaches. If other final values were prescribed, no smooth stationary path would join the two ends.

Nor can the final end simply be released. On a solution, equation (13) would leave

δA = i f Σ_j ⟨φ_j(t1)|δφ_j(t1)⟩. (17)

Demanding that this vanish for arbitrary δφ_j(t1) would force φ_j(t1) = 0, which contradicts the conservation of the norm shown below.

The adiabatic assumption matters at a second point. Suppose that a potential were obtained from some action functional B of the density on the ordinary time axis, v(r,t) = δB/δn(r,t). Its response to a change of density would be

K(r,t;r′,t′) = δv(r,t)/δn(r′,t′) = δ²B/[δn(r,t) δn(r′,t′)]. (18)

A second derivative does not depend on the order of differentiation, so K is unchanged when (r,t) and (r′,t′) are exchanged. Causality requires K = 0 for t′ > t, because a later density cannot affect an earlier potential. By the symmetry, K then vanishes for t′ < t as well. A causal potential with memory of a finite past therefore cannot be an ordinary derivative of this kind.

For an adiabatic functional, B = ∫ E_Hxc[n(t)] dt, and

K = δ(t−t′) δ²E_Hxc/[δn(r) δn(r′)]. (19)

This is both symmetric and causal. The action (5) avoids the conflict because its functional has no memory; the argument does not extend to functionals that have it.

**6. Conservation of norms and overlaps**

Differentiate an overlap and insert ∂_tφ_j = −ihφ_j from equation (16):

d⟨φ_i|φ_j⟩/dt = ⟨−ihφ_i|φ_j⟩ + ⟨φ_i|−ihφ_j⟩
= i⟨hφ_i|φ_j⟩ − i⟨φ_i|hφ_j⟩ = 0. (20)

The last equality holds because h is Hermitian and the same for both orbitals. For i = j it states that the norm is constant. For i ≠ j it states that orthogonal orbitals remain orthogonal. The electron number N is then constant too. A time-dependent v_ext does not spoil this result; an absorbing potential, which has an imaginary part, would.

The same law follows from the symmetry of Section 1. Take the infinitesimal mixing δφ_j = i Σ_k a_jk φ_k with a small constant Hermitian matrix a. It leaves every term of A unchanged, whatever the interval. On a solution the integral in equation (13) vanishes, so the boundary term must vanish by itself:

0 = −f Σ_jk a_jk [⟨φ_j|φ_k⟩]_{t0}^{t1}. (21)

Since a is an arbitrary Hermitian matrix and t1 is arbitrary, each overlap keeps its initial value.

**7. Conservation of energy**

The energy associated with the action is

E(t) = f Σ_j ⟨φ_j|−½∇²|φ_j⟩ + ∫ n v_ext dr + E_Hxc[n]. (22)

It changes through the orbitals and through the explicit time dependence of v_ext. The kinetic term contributes 2f Re Σ_j ⟨∂_tφ_j|−½∇²φ_j⟩. By equation (4), the density change contributes ∫ (v_ext + v_Hxc) ∂_tn dr, with ∂_tn = 2f Re Σ_j (∂_tφ_j*)φ_j. Together,

dE/dt = 2f Re Σ_j ⟨∂_tφ_j|hφ_j⟩ + ∫ n ∂_tv_ext dr. (23)

On a solution, ⟨∂_tφ_j|hφ_j⟩ = ⟨−ihφ_j|hφ_j⟩ = i⟨hφ_j|hφ_j⟩. This is purely imaginary, so

dE/dt = ∫ n ∂_tv_ext dr. (24)

The right side is the power supplied by the external potential. It vanishes when v_ext is static, and E is then constant even while the density and v_Hxc[n(t)] continue to change.

The sum of orbital energies behaves differently. From equations (12) and (22),

S = f Σ_j ⟨φ_j|h|φ_j⟩ = E + ∫ n v_Hxc dr − E_Hxc. (25)

Differentiating, and using dE_Hxc/dt = ∫ v_Hxc ∂_tn dr, gives

dS/dt = dE/dt + ∫ n ∂_tv_Hxc dr. (26)

Each orbital moves in a potential that the changing total density, including the orbital's own share, makes time-dependent. In general S varies while E does not.

Energy conservation also rests on the potential being the derivative of the energy in equation (22), up to a spatial constant c(t), which does no work because ∫ ∂_tn dr = 0. Suppose that the exchange part v_x of v_Hxc is replaced by another real potential u. The operator that drives the orbitals is h_u = h + u − v_x. It is Hermitian, so equation (20) survives. In equation (23) write h = h_u + v_x − u. The h_u part drops out as before, and

dE/dt = ∫ n ∂_tv_ext dr + ∫ (v_x[n] − u) ∂_tn dr. (27)

Norm conservation is therefore no evidence that the energy is conserved.

**8. Four electrons in a quartic well**

The example is a one-dimensional model with round parameters. Four electrons occupy two orbitals in the well 10 eV × (x/2 Å)⁴ and repel through w(x) = 1/√(x² + a²), with a = 0.5 Å. The functional contains the Hartree energy and local-density exchange; correlation is left out.

The exchange follows from the uniform one-dimensional gas. Filling plane waves up to k_F with both spins gives the density matrix at separation s,

γ(s) = 2 ∫_{−k_F}^{k_F} exp(iks) dk/(2π) = 2 sin(k_F s)/(πs). (28)

At s = 0 this is n = 2k_F/π, so k_F = πn/2. Exchange acts between equal spins, each with density matrix γ/2. Two spins, each contributing −½∫(γ/2)²w ds, give the exchange energy per length

e_x(n) = −¼ ∫ γ(s)² w(s) ds. (29)

Since d(γ²)/dn = 2 sin(πns)/(πs), and the integrand is even in s,

v_x(n) = de_x/dn = −(1/π) ∫₀^∞ sin(πns) w(s)/s ds. (30)

One more derivative gives

dv_x/dn = −∫₀^∞ cos(πns)/√(s² + a²) ds = −K₀(πan), (31)

where the integral defines the modified Bessel function K₀, which is positive. With v_x(0) = 0, equation (31) determines the potential.

The initial orbital energies are 42.854 and 45.921 eV. Their occupied sum is S = 2(42.854 + 45.921) = 177.55 eV, whereas E = 90.94 eV (3.342 hartree). The difference, 86.61 eV, is ∫ n v_Hx dx − E_Hx in equation (25).

A potential F(t)x then tilts the well. F rises as a squared sine to 5 eV/Å at 0.2 fs and returns to zero at 0.4 fs. The well is static from then until 2.5 fs.

The action was first evaluated from equation (5) during the pulse, on paths φ_j + εη_j. The variation is η_j = s(t)[(1 + 0.5ix)φ_j + 0.3xφ_k], with k the other orbital, x in bohr, and the relative sign of the orbitals chosen so that ⟨φ_1|x|φ_2⟩ < 0 at t = 0. It changes norms and mixes the two orbitals. For fixed ends s = sin²(πt/T), with T = 0.4 fs. The slope dA/dε is taken as a central difference with ε = 10⁻⁴. On the solution with fixed ends its magnitude is 8 × 10⁻⁷ eV fs. This residue is the error of the difference: it falls as ε², to 8 × 10⁻⁹ eV fs at ε = 10⁻⁵.

For comparison, the orbitals were multiplied by (1 + 0.2t/T) exp(0.3ixt/T), and η_j was built from the deformed orbitals. There the slope is −16.357 eV fs, in agreement with equation (13). The value belongs to this η_j; the opposite relative sign of the orbitals gives −27.22 eV fs. The electron number of this path grows from 4 to 4 × 1.2² = 5.76, so equation (7) predicts Im A = ½ × 1.76 = 0.88 ħ, the value found. On the true solution with a free final end, s = t/T, the slope is (0.569 + 3.118i) eV fs, of magnitude 3.169 eV fs, and equals the boundary term (17). Its imaginary part is the change of the final electron number in equation (7).

The energy and orbital sum during the propagation are:

t = 0: E = 90.939 eV, S = 177.55 eV
t = 0.2 fs: E = 89.551 eV, S = 176.70 eV
t = 0.4 fs: E = 102.024 eV, S = 190.99 eV
t = 1.0 fs: E = 102.024 eV, S = 188.59 eV
t = 2.5 fs: E = 102.024 eV, S = 188.18 eV

The fall of E at 0.2 fs does not mean that the electrons have lost internal energy. At that moment the mean position is −0.3715 Å, and E includes the tilt energy 4 × 5 × (−0.3715) = −7.43 eV. Without it the energy is 96.98 eV, which is 6.04 eV above the start.

When the tilt has gone, the absorbed energy is 102.024 − 90.939 = 11.085 eV (0.4074 hartree). The work obtained by integrating equation (24) is also 11.085 eV. In the static period E varies by 1.2 × 10⁻⁸ eV, while S ranges over 11.33 eV. The overlaps deviate from their initial values by at most 7 × 10⁻¹¹ at the sampled times. The integrator does not enforce unitarity, so this is a test of equation (20).

**9. A contrast with memory**

In a second run, exchange was evaluated at a density m averaged over the past,

∂_t m = (n − m)/τ,  u = v_x(m),  τ = 0.1 fs. (32)

This is a device for showing what fails, not a proposed functional. The potential is causal and real, and the overlaps are again constant, within 8 × 10⁻¹¹. The energy (22) is not: in the static period it falls from 98.949 to 91.710 eV. The change, −7.239 eV, agrees with the time integral of equation (27).

The sign can be understood for short memory. To leading order in τ, equation (32) gives m ≈ n − τ∂_tn. Then v_x(n) − v_x(m) ≈ τ(dv_x/dn)∂_tn, and equations (27) and (31) yield, in a static well,

dE/dt ≈ −τ ∫ K₀(πan) (∂_tn)² dx ≤ 0. (33)

In this limit the delay acts as friction on the density. The net change in the run has the same sign, but equation (33) predicts neither its size nor a fall of E at every instant, since in this run τ is not short compared with the density's motion. Integrated along the run, equation (33) would give a loss about nine times too large, and E rises slightly over some intervals.

The conserved energy of the adiabatic run is that of the chosen functional. Its constancy shows that potential and energy belong together; it does not measure how well the functional describes interacting electrons. The numerical check carries out the numerical checks.

Values computed for the example and the checks

```
softening length a: 0.50 angstrom
well: 10.0 eV at x = 2.0 angstrom
box length: 10.0 angstrom, spacing 0.20 angstrom
peak tilt: 5.0 eV/angstrom
pulse duration: 0.40 fs, end 2.50 fs
initial orbital energies: 42.8541, 45.9210 eV
lowest empty level: 51.4629 eV
initial total energy: 90.9391 eV = 3.341951 hartree
initial orbital-energy sum: 177.5502 eV
change of energy on halving the spacing: 5.1e-06 eV
-- action during the pulse (slope = dA/d epsilon) --
|slope| at solution, fixed ends: 8.1e-07 eV fs
slope at deformed path, from action: -16.35744 eV fs
slope at deformed path, from formula: -16.35743 eV fs
Im A of deformed path: 0.88000 hbar
half the growth of its electron number: 0.88000
|slope| at solution, free final end: 3.16934 eV fs
|boundary term|: 3.16934 eV fs
-- adiabatic run: t (fs), E (eV), orbital sum (eV), <x> (angstrom) --
0.00  90.93912  177.5502  +0.0000
0.20  89.55107  176.7018  -0.3715
0.40  102.02431  190.9918  -0.2287
1.00  102.02431  188.5948  +0.3385
1.50  102.02431  189.8078  +0.0612
2.00  102.02431  189.7080  -0.1282
2.50  102.02431  188.1773  -0.4661
largest overlap deviation: 6.9e-11
energy absorbed: 11.08520 eV = 0.407373 hartree
work done by the tilt: 11.08520 eV
largest |E(t) - E(0) - work|: 1.2e-08 eV
energy spread, static period: 1.2e-08 eV
orbital-sum spread, static period: 11.3329 eV
-- contrast run with memory in exchange --
memory time: 0.10 fs
largest overlap deviation: 7.7e-11
E at pulse end: 98.94856 eV
E at final time: 91.70953 eV
change of E, static period: -7.23903 eV
change predicted by the power formula: -7.23903 eV
```
